# Standard Error of the Weibull Slope from Complete Breakdown-Time Samples

## 1. A special case: the scale is known

A set of \(n\) nominally identical dielectric structures is held at constant stress until every one has broken down. Suppose first that their characteristic life \(\eta\) is known, so that the Weibull slope \(\beta\) is the one unknown. The probability of failure by time \(t\) is

\[
F(t)=1-e^{-w},\qquad w=(t/\eta)^\beta ,\qquad t>0 .
\]

Since \(P(w>u)=e^{-u}\), the variable \(w\) is exponential with mean one, whatever \(\beta\) and \(\eta\) are. Write \(L=\ln w\) and \(\mu=\ln\eta\), so that \(L=\beta(\ln t-\mu)\). The density is \(f=dF/dt\), and its logarithm is

\[
\ln f=\ln\beta+(\beta-1)\ln t-\beta\mu-w .
\]

At fixed \(t\), \(\partial w/\partial\beta=w(\ln t-\mu)=wL/\beta\). The derivative of \(\ln f\), called the score, is therefore

\[
S_\beta=\frac1\beta+\ln t-\mu-\frac{wL}{\beta}=\frac{1+L-wL}{\beta}.
\]

The Fisher information is the mean square of the score. Differentiating \(\int f\,dt=1\) once gives \(E[S_i]=0\), and once more gives

\[
E[S_iS_j]=-E[\partial_jS_i].
\]

The information is thus also the mean curvature of \(-\ln f\). Here

\[
-\partial_\beta S_\beta=\frac1{\beta^2}+w(\ln t-\mu)^2=\frac{1+wL^2}{\beta^2}.
\]

The averages come from the gamma function. Because \(E[w^s]=\int_0^\infty w^se^{-w}dw=\Gamma(1+s)\), each derivative in \(s\) brings down one factor \(L\). With \(\psi=\Gamma'/\Gamma\), this gives \(E[wL]=\psi(2)\) and \(E[wL^2]=\psi'(2)+\psi(2)^2\), since \(\Gamma(2)=1\).

The standard values are \(\psi(1)=-\gamma\), where \(\gamma=0.577\) is Euler's constant, and \(\psi'(1)=\sum_{j\ge1}j^{-2}=\pi^2/6\). From \(\Gamma(z+1)=z\Gamma(z)\) follows \(\psi(z+1)=\psi(z)+1/z\), so

\[
\psi(2)=1-\gamma,\qquad \psi'(2)=\frac{\pi^2}{6}-1 .
\]

The information per device is

\[
I_{\beta\beta}=\frac{1}{\beta^2}\left[\frac{\pi^2}{6}+(1-\gamma)^2\right].
\]

If the large-sample variance is the inverse information, as shown for the full problem below, the standard error is \(0.7405\,\beta/\sqrt n\). The factor \(\beta\) reflects scaling: the data measure the relative size of the slope.

## 2. The scale is unknown

In a real test \(\eta\) must be fitted too. The model is now the two-parameter Weibull law with time origin at zero, independent devices, and every failure time recorded. An unknown threshold time would be a third parameter and is not covered.

Since \(\partial w/\partial\mu=-\beta w\),

\[
S_\mu=\beta(w-1),\qquad -\partial_\mu S_\mu=\beta^2w,\qquad
-\partial_\beta S_\mu=1-w-wL .
\]

Averaging, with \(E[w]=1\) and \(E[wL]=1-\gamma\), gives

\[
I_{\mu\mu}=\beta^2,\qquad I_{\beta\mu}=-(1-\gamma).
\]

The off-diagonal term means that part of the slope's score can be imitated by a change of scale. That part is no evidence about the slope. Remove it by subtracting the multiple \(cS_\mu\) that leaves the smallest mean square. Minimising

\[
E[(S_\beta-cS_\mu)^2]=I_{\beta\beta}-2cI_{\beta\mu}+c^2I_{\mu\mu}
\]

gives \(c=I_{\beta\mu}/I_{\mu\mu}\), and what remains is

\[
I_{\beta\beta}-\frac{I_{\beta\mu}^2}{I_{\mu\mu}}
=\frac{\pi^2/6+(1-\gamma)^2-(1-\gamma)^2}{\beta^2}
=\frac{\pi^2}{6\beta^2}.
\]

The terms in \(\gamma\) cancel. The inverse of this quantity is the \(\beta\beta\) element of the inverse information matrix, so the predicted error is

\[
\boxed{\;\mathrm{SE}(b)\simeq\frac{\sqrt6}{\pi}\,\frac{\beta}{\sqrt n}=0.780\,\frac{\beta}{\sqrt n}\;}
\]

where \(b\) is the fitted slope. Not knowing the scale raises the error by about 5 % relative to the known-scale case at the same \(n\).

For \(\beta=1.5\), finite differences of \(\ln f\) and numerical integration give \(I_{\beta\beta}=0.8105\), \(I_{\beta\mu}=-0.4228\) and \(I_{\mu\mu}=2.2500\). The information left for the slope is \(0.8105-0.4228^2/2.25=0.731\), in agreement with \(\pi^2/(6\cdot1.5^2)\).

## 3. The fitted slope attains this error

The maximum-likelihood estimates \(b\) and \(m\) (for \(\mu\)) make the summed scores vanish. The condition \(\sum S_\mu=0\) gives \(\sum_i t_i^be^{-bm}=n\). The condition \(\sum S_\beta=0\) reads

\[
\frac nb+\sum_i(\ln t_i-m)-\sum_i t_i^be^{-bm}(\ln t_i-m)=0 .
\]

By the first condition the two terms \(\mp nm\) cancel, and \(e^{-bm}=n/\sum t_i^b\). Dividing by \(-n\),

\[
\frac{\sum t_i^b\ln t_i}{\sum t_i^b}-\frac1b-\overline{\ln t}=0 ,
\]

where a bar is a sample mean. The derivative of the left side in \(b\) is the variance of \(\ln t\) with weights \(t^b\), plus \(1/b^2\), which is positive. The left side runs from \(-\infty\) at \(b\to0\) to \(\ln t_{\max}-\overline{\ln t}>0\) at \(b\to\infty\), unless all times coincide. There is thus one root. Once \(m\) is set by the first condition, the log-likelihood is a function of \(b\) alone, with slope \(-n\) times the left side. This slope changes from positive to negative at the root: the root is the maximum.

Now insert \(\ln t=\mu+L/\beta\), set \(r=b/\beta\), and multiply by \(\beta\):

\[
G(r)=\frac{\overline{w^rL}}{\overline{w^r}}-\frac1r-\overline L=0 .
\]

Neither \(\beta\) nor \(\eta\) appears. At every \(n\), the distribution of \(b/\beta\) depends on \(n\) alone.

**Consistency.** As \(n\) grows, sample means approach expectations, and \(G(r)\to\psi(1+r)-1/r+\gamma\). This limit increases with \(r\) and vanishes at \(r=1\), because \(\psi(2)=1-\gamma\). For any small \(\epsilon\), \(G\) is eventually negative at \(1-\epsilon\) and positive at \(1+\epsilon\). Its root is trapped between them, so \(r\to1\).

**Linearisation.** By the mean-value theorem \(0=G(1)+G'(r_*)(r-1)\), with \(r_*\) between 1 and \(r\). For \(r\) between 1/2 and 3/2, the terms \(w^r|L|^k\) with \(k\le2\) are bounded by the integrable function \((w^{1/2}+w^{3/2})|L|^k\). The means then converge uniformly, and

\[
G'(r_*)\to\psi'(2)+1=\frac{\pi^2}{6}.
\]

For \(G(1)\), split the ratio:

\[
\frac{\overline{wL}}{\overline w}=(1-\gamma)+\frac{\overline{wL}-(1-\gamma)\overline w}{\overline w}.
\]

The last numerator has mean zero and size \(n^{-1/2}\). Replacing its denominator by 1 costs a term of order \(1/n\). Hence

\[
G(1)=-\overline q+O(1/n),\qquad q=L-wL+(1-\gamma)w+\gamma ,
\]

\[
\frac b\beta-1\simeq\frac{6}{\pi^2}\,\overline q .
\]

To find the variance of \(q\), compare it with the score left over in Section 2. There \(c=-(1-\gamma)/\beta^2\), so

\[
\beta(S_\beta-cS_\mu)=1+L-wL+(1-\gamma)(w-1)=q .
\]

Therefore \(E[q]=0\) and \(\operatorname{Var}q=\beta^2\cdot\pi^2/(6\beta^2)=\pi^2/6\). The central limit theorem gives

\[
\sqrt n\left(\frac b\beta-1\right)\to N\!\left(0,\frac{36}{\pi^4}\frac{\pi^2}{6}\right)=N\!\left(0,\frac6{\pi^2}\right),
\]

which proves the boxed result as a limit law. In 20 000 simulated samples of 400 devices, the fitted slopes and their linear form had correlation 0.995.

## 4. Intervals and early lifetimes

Since \(\ln(b/\beta)\simeq b/\beta-1\) near the limit, \(\ln b\) has standard error \(0.780/\sqrt n\), free of the unknown slope. An approximate 95 % interval is

\[
b\,e^{-1.96\cdot0.780/\sqrt n}\;<\;\beta\;<\;b\,e^{+1.96\cdot0.780/\sqrt n}.
\]

The time by which a fraction \(p\) has failed obeys

\[
\ln t_p=\mu+\frac y\beta,\qquad y=\ln[-\ln(1-p)] .
\]

Its error involves both estimates. From \(\sum t_i^be^{-bm}=n\), and \(t_i^b=e^{b\mu}w_i^r\), we get \(m-\mu=b^{-1}\ln\overline{w^r}\). Expanding about \(r=1\), where \(d\ln E[w^r]/dr=\psi(2)\),

\[
\beta(m-\mu)\simeq(\overline w-1)+(1-\gamma)(r-1).
\]

Also \(y/b\simeq(y/\beta)[1-(r-1)]\). Adding the two changes,

\[
\beta\,\delta\ln t_p\simeq(\overline w-1)+(1-\gamma-y)(r-1).
\]

The two terms are uncorrelated at this order: \(q\) was built to have no overlap with \(S_\mu\), which is proportional to \(w-1\). As \(\operatorname{Var}w=1\),

\[
\operatorname{Var}(\ln t_p)\simeq\frac{1}{n\beta^2}\left[1+\frac6{\pi^2}(1-\gamma-y)^2\right].
\]

The error is least at \(y=1-\gamma\), later than the characteristic life \(y=0\). Toward small \(p\), \(y\) becomes large and negative, and the slope error dominates.

## 5. Forty low-k comb structures

Take \(n=40\) combs in a porous low-k dielectric, with \(\beta=1.5\) and \(\eta=20\) h. The stress is 20 V across 40 nm, or 5 MV/cm, at 398 K. The large-sample error is

\[
\mathrm{SE}(b)=\frac{0.7797\times1.5}{\sqrt{40}}=0.185 ,
\]

or 12.3 % of the slope. If the fit returns 1.5, the interval factor is 1.273, and the interval runs from 1.18 to 1.91. A relative error of 10 % needs \(n=(0.7797/0.10)^2\), rounded up to 61 devices, by the large-sample formula.

For \(p=0.1\,\%\), \(y=-6.907\), and the true-model lifetime is \(t_p=20\,e^{-6.907/1.5}=0.200\) h. The standard error of its logarithm is

\[
\frac{1}{1.5\sqrt{40}}\sqrt{1+0.608\,(0.423+6.907)^2}=0.61 ,
\]

a factor of 1.84 either way for one standard error. A 12 % error in slope has become nearly a factor of two in early lifetime.

How good is the limit law at such sizes? Simulation with 20 000 samples per size gives the following, where the constant is \(\sqrt n\) times the standard deviation of \(b/\beta\), and coverage refers to the nominal 95 % interval.

| \(n\) | mean \(b/\beta\) | constant | coverage |
|---:|---:|---:|---:|
| 10 | 1.167 | 1.104 | 89.8 % |
| 20 | 1.078 | 0.920 | 92.4 % |
| 40 | 1.037 | 0.840 | 93.7 % |
| 400 | 1.003 | 0.781 | 94.8 % |

At 40 devices the scatter is about 8 % above the large-sample value, and the mean slope is between 3.5 and 4 % too high. At ten devices the formula understates the scatter badly. The figure of 61 devices is therefore slightly optimistic: inserting the constant 0.840 found at \(n=40\) would give 71, which overshoots because the constant keeps falling as \(n\) grows, so the number needed lies between the two. Because the distribution of \(b/\beta\) is free of both parameters, dividing a fitted slope by the tabulated mean for its \(n\) removes the mean bias of a complete test within this model, up to the simulation noise in the last tabulated digit.

The simulated standard deviation of \(\ln t_p\) at \(n=40\) is 0.609, close to the predicted 0.612, although \(b\) itself scatters more than predicted. A standard deviation does not show bias, however: with slopes fitted too high on average, the estimated \(\ln t_p\) at this small \(p\) is on average too large, which is the optimistic side.

## 6. Stopping before the last failure

A complete test is slow. The last of \(n\) failures has its median where \((1-e^{-w})^n=1/2\), hence at

\[
t=\eta\left[-\ln(1-2^{-1/n})\right]^{1/\beta}=50.9\ \text{h}
\]

for the example. Suppose instead that the test stops at a fixed time, where \(w=w_s\). The expected failed fraction is \(P=1-e^{-w_s}\).

A failed device contributes \(\ln h-w\) to the log-likelihood, where \(h=dw/dt\) is the hazard; a survivor contributes \(-w_s\). From \(\ln h=\ln\beta+(\beta-1)\ln t-\beta\mu\), the derivatives \(g_i=\partial_i\ln h\) are

\[
g_\beta=\frac{1+L}{\beta},\qquad g_\mu=-\beta .
\]

As \(w=\int h\,dt\), its parameter derivative is \(K_i(w)=\int_0^wg_i(u)\,du\). The score is \(g_i-K_i\) for a failure and \(-K_i(w_s)\) for a survivor. The information is

\[
I_{ij}=\int_0^{w_s}(g_i-K_i)(g_j-K_j)e^{-w}dw+K_i(w_s)K_j(w_s)e^{-w_s}.
\]

Integration by parts, with \(K_i'=g_i\) and \(K_i(0)=0\), gives

\[
\int_0^{w_s}\!K_iK_je^{-w}dw=-K_i(w_s)K_j(w_s)e^{-w_s}+\int_0^{w_s}\!(g_iK_j+K_ig_j)e^{-w}dw .
\]

The boundary terms cancel, as do the cross terms, leaving

\[
I_{ij}=\int_0^{w_s}g_ig_je^{-w}dw .
\]

Let \(E_f\) and \(\operatorname{Var}_f\) refer to devices that fail before the stop. Eliminating the scale as before,

\[
I_{\beta\beta}-\frac{I_{\beta\mu}^2}{I_{\mu\mu}}
=\frac P{\beta^2}\left\{E_f[(1+L)^2]-E_f[1+L]^2\right\}
=\frac{P\operatorname{Var}_f(L)}{\beta^2}.
\]

The inverse information is again the large-sample variance. In the variables \(\beta\) and \(\beta\mu\) the log-likelihood is concave, so its maximum converges to the true values. Expanding the mean score there gives errors \(I^{-1}\overline S\), with covariance \(I^{-1}/n\). Hence

\[
\mathrm{SE}(b)\simeq\frac{\beta}{\sqrt{nP\operatorname{Var}_f(L)}} .
\]

Two limits make this readable. For \(P\to1\), \(\operatorname{Var}L=\psi'(1)=\pi^2/6\), and the complete-sample result returns: the slope is learned from the spread of logarithmic lifetimes. For \(P\to0\), \(w\) is nearly uniform between 0 and \(w_s\). Then \(-\ln(w/w_s)\) is exponential with variance one, and the error tends to \(\beta/\sqrt{nP}\), set by the expected number of failures \(nP\), which must itself be large for this formula to hold.

Stopping the example at 24 h leaves 73.1 % failed on average. The large-sample constant becomes 1.028 and the predicted slope error 0.244 instead of 0.185, at the same \(n\); as in the complete test, the actual scatter at 40 devices is somewhat larger. By the large-sample formula, recovering the complete-test precision would take \(40\,(1.028/0.780)^2\approx70\) devices.

## 7. When the devices are not identical

Let \(\ln\eta\) vary normally from device to device with standard deviation \(\sigma\). Then \(\ln t=\mu+\sigma Z+L/\beta\), with \(Z\) standard normal and independent of \(L\). The data are no longer Weibull, but a Weibull fit still has a limiting slope. It solves the equation of Section 3 with means replaced by expectations. Using

\[
\ln E[t^b]=b\mu+\tfrac12b^2\sigma^2+\ln\Gamma(1+b/\beta),
\]

whose derivative in \(b\) is \(E[t^b\ln t]/E[t^b]\), and \(E[\ln t]=\mu-\gamma/\beta\), we find for \(x=b/\beta\)

\[
x(\beta\sigma)^2+\psi(1+x)+\gamma=\frac1x .
\]

For small \(\sigma\), expansion about \(x=1\) gives \((\beta\sigma)^2+(\pi^2/6)(x-1)\simeq0\), or

\[
x\simeq1-\frac6{\pi^2}(\beta\sigma)^2 .
\]

The extra spread lowers the fitted slope, and more devices do not cure it.

**Spacing.** If \(\eta\propto e^{-AE}\) with field \(E=V/s\), a small spacing change \(\delta s\) gives \(\delta\ln\eta=AE\,\delta s/s\). With \(A=4\) cm/MV and a spacing scatter of 0.5 nm, \(\sigma=4\times5\times0.5/40=0.25\). The full equation gives a limiting slope of 1.388, which is 7.5 % low; the small-scatter formula gives 8.5 %. A simulation of one million devices with scattered spacings gives 1.389. At \(n=40\) the mean fitted slope is 1.443, since the upward small-sample bias hides part of the shift.

**Temperature.** If \(\eta\propto e^{E_a/kT}\), then \(\sigma=E_a\,\delta T/(kT^2)\). For \(E_a=0.6\) eV and 1 K scatter this is 0.044, and the slope falls by 0.3 %.

**One defective device.** Replacing one lifetime by an early value \(w_e\) shifts \(b/\beta\) by about \((6/\pi^2)q(w_e)/n\), since the replaced \(q\) averages to zero. For a failure at 0.2 h, \(w_e=(0.2/20)^{1.5}=0.001\) and \(q\approx\ln w_e+\gamma=-6.3\). The predicted shift is \(-9.6\,\%\) of the true slope; refitting simulated samples gives \(-9.8\,\%\). As \(w_e\to0\), this linear estimate grows logarithmically. It must eventually fail, because the fitted slope stays positive and so cannot fall by more than 100 %.

**Beside a real test.** Fields of several MV/cm, temperatures near 400 K, slopes of order one to a few, and lifetimes of hours are roughly the regime of accelerated low-k breakdown tests. The values of \(A\) and \(E_a\) are rough, and the spacing scatter is a chosen value that depends on the patterning process. The exponential field law is only one of the forms used for low-k films. Real combs need not satisfy the assumption of identical devices, and a slope measured on them already contains any such scatter, whereas here 1.5 is taken as the slope without it. With the numbers above for spacing scatter, the resulting shift of 7.5 % is more than half the 12.3 % statistical error. The formula \(0.780\,\beta/\sqrt n\) measures sampling error within the Weibull model; it contains neither this shift nor the uncertainty of extrapolating from stress to operating field. The computed values are collected in the numerical output.

## Table of computed values

```
Devices n: 40; slope beta: 1.5; scale eta: 20.0 h
Voltage: 20.0 V; spacing: 40.0 nm; field: 5.0 MV/cm
Constant sqrt(6)/pi, unknown scale: 0.7797
Constant, known scale: 0.7405
Information beta-beta: 0.8105
Information beta-mu: -0.4228
Information mu-mu: 2.2500
Information on beta, scale eliminated: 0.7311
Covariance of slope and ln scale, times n: 0.2570
Variance of efficient score q: 1.6449
Slope standard error: 0.1849
Relative slope standard error: 12.33 %
95 % factor on slope: 1.2733
Interval if fitted slope is 1.5: 1.178 to 1.910
Devices for 10 % error: 61
Percentile level: 0.1 %; y: -6.9073
Lifetime at that level: 0.2001 h
Standard error of its logarithm: 0.6116
One-standard-error lifetime factor: 1.843
Same log error, simulated, n=40: 0.6091
Simulated samples per size: 20000
n=10: mean slope/beta 1.167, constant 1.104, coverage 89.8 %
n=20: mean slope/beta 1.078, constant 0.920, coverage 92.4 %
n=40: mean slope/beta 1.037, constant 0.840, coverage 93.7 %
n=400: mean slope/beta 1.003, constant 0.781, coverage 94.8 %
Correlation, linear form and fit, n=400: 0.9954
Median time of last failure: 50.9 h
Stop time: 24.0 h; expected failed: 73.1 %
Constant for the stopped test: 1.0279
Slope error, stopped test: 0.2438
Spacing scatter: 0.5 nm; field acceleration: 4.0 cm/MV
Scatter of ln eta from spacing: 0.2500
Limiting slope with spacing scatter: 1.3879
Its relative shift: -7.47 %
Small-scatter estimate of shift: -8.55 %
Slope from 1000000 simulated devices: 1.3888
With spacing scatter, n=40: mean slope 1.4433, deviation 0.1878
Temperature: 398.0 K; scatter: 1.0 K; activation: 0.6 eV
Scatter of ln eta from temperature: 0.0440
Slope shift from temperature: -0.26 %
Early failure time: 0.2 h; w: 0.001000
Slope shift from it, linear, n=40: -9.61 %
Slope shift from it, refitted, n=40: -9.82 %
```
